# Valley repopulation and the piezoresistance of n-type silicon

Stress changes the resistivity of n-type silicon. This problem asks how much of the change comes from electrons moving between conduction-band valleys, and what the rest requires.

**Setting.** The axes 1, 2, 3 are the cubic axes. Stress $X_{ab}$ is positive in tension, and $e_{ab}$ is the tensor strain, so that $e_{12}$ is half the engineering shear. Unstressed silicon has a scalar resistivity $\rho$ and conductivity $\sigma=1/\rho$. The piezoresistance coefficients are defined to first order in stress by

$$\frac{\delta\rho_{11}}{\rho}=\pi_{11}X_{11},\qquad \frac{\delta\rho_{22}}{\rho}=\pi_{12}X_{11},\qquad \frac{\delta\rho_{12}}{\rho}=\pi_{44}X_{12}.$$

They describe resistivity; the resistance of a sample also contains its change of shape.

The conduction band has six ellipsoidal valleys, a pair of opposite ones on each cubic axis. In "pure repopulation" strain moves the valley energies and does nothing else: the mobility tensor of each valley is unchanged. The electrons are nondegenerate, the valleys are in mutual equilibrium, the total density $n$ is fixed, and the electric field is weak.

## (a) Why are three coefficients enough, and how do they follow from the conductivity?

**Solution.** Take tension along axis 1. The reflections $x_a\to-x_a$ leave this stress unchanged but reverse the off-diagonal elements of $\rho_{ab}$ that contain the index $a$ once. Those elements must vanish. A quarter turn about axis 1 exchanges axes 2 and 3, so $\delta\rho_{22}=\delta\rho_{33}$. Two coefficients remain.

Now take pure shear $X_{12}$. The reflection $x_1\to-x_1$ reverses the stress but leaves each diagonal element of $\rho_{ab}$ unchanged. A linear response must change sign with the stress, so the diagonal response is zero. The reflection $x_3\to-x_3$ preserves the stress and reverses $\rho_{13}$ and $\rho_{23}$, which therefore vanish. Only $\rho_{12}$ is left, with one coefficient. The other axes follow by cubic symmetry.

Write the strained conductivity as $\sigma(1+s)$, with $s$ a small matrix. Since $(1+s)(1-s)=1-s^2$, the inverse is $\rho(1-s)$ to first order, and

$$\frac{\delta\rho_{ab}}{\rho}=-\frac{\delta\sigma_{ab}}{\sigma}.$$

## (b) How do the valley populations respond to strain?

**Solution.** Consider the pair on axis 1. The reflection $x_2\to-x_2$ maps each of its valleys onto itself and reverses $e_{12}$ and $e_{23}$; $x_3\to-x_3$ does the same for $e_{13}$. No shear strain can therefore appear linearly in the valley energy. A quarter turn about axis 1 forces $e_{22}$ and $e_{33}$ to enter with equal weight. The most general linear shift is $a\,e_{11}+b(e_{22}+e_{33})$. With $\Xi_d=b$ and $\Xi_u=a-b$, and the same argument on each axis,

$$\delta E_i=\Xi_d(e_{11}+e_{22}+e_{33})+\Xi_u e_{ii}.$$

Let $n_i$ be the density in pair $i$. The masses are unchanged, so each pair keeps the same effective density of states and $n_i\propto e^{-\delta E_i/kT}$. Fixing the total density gives

$$n_i=n\,\frac{e^{-\delta E_i/kT}}{\sum_j e^{-\delta E_j/kT}}.$$

To first order the numerator is $1-\delta E_i/kT$ and the denominator is $3(1-\overline{\delta E}/kT)$, where the bar is the mean over the three axes. Hence

$$\frac{\delta n_i}{n/3}=-\frac{\delta E_i-\overline{\delta E}}{kT}.$$

The $\Xi_d$ term is common to all valleys and cancels.

For tension $X$ along axis 1, $e_{22}=e_{33}$ and Hooke's law reads

$$X=c_{11}e_{11}+2c_{12}e_{22},\qquad 0=c_{12}e_{11}+(c_{11}+c_{12})e_{22}.$$

Subtracting the second equation from the first gives $X=(c_{11}-c_{12})(e_{11}-e_{22})$. Pair 1 therefore lies above the other two by $\Xi_u X/(c_{11}-c_{12})$. In units of $kT$ this splitting is

$$D=\frac{\Xi_u X}{(c_{11}-c_{12})kT}.$$

The mean energy lies one third of the splitting above the lower pairs. Pair 1 is thus $2D/3$ above the mean and the others $D/3$ below it, so the relative population changes are $-2D/3,\ +D/3,\ +D/3$. With $\Xi_u>0$, tension empties the valleys on its own axis.

## (c) Find $\pi_{11}$ and $\pi_{12}$.

**Solution.** A valley has mobility $\mu_l$ along its axis and $\mu_t$ across it. Let $q$ be the elementary charge. Without stress each pair holds $n/3$, so

$$\sigma=\frac{qn}{3}(\mu_l+2\mu_t).$$

For current along the tension, pair 1 contributes $\mu_l$ and the other two contribute $\mu_t$:

$$\delta\sigma_{11}=\frac{qn}{3}\left[-\frac{2D}{3}\mu_l+2\cdot\frac D3\mu_t\right]=\frac{qn}{3}\,\frac{2D}{3}(\mu_t-\mu_l).$$

For current along axis 2, pair 2 contributes $\mu_l$, and pairs 1 and 3 contribute $\mu_t$:

$$\delta\sigma_{22}=\frac{qn}{3}\left[-\frac{2D}{3}\mu_t+\frac D3\mu_l+\frac D3\mu_t\right]=-\frac{qn}{3}\,\frac D3(\mu_t-\mu_l).$$

Divide by $\sigma$, set $K=\mu_t/\mu_l$, and reverse the sign as in (a):

$$\boxed{\pi_{11}=-\frac{2}{3}\,\frac{\Xi_u}{(c_{11}-c_{12})kT}\,\frac{K-1}{2K+1},\qquad \pi_{12}=-\frac{\pi_{11}}{2}.}$$

The longitudinal coefficient is negative because tension moves electrons from valleys that are heavy along the current to valleys that are light along it. If $K=1$ the valleys are isotropic and repopulation has no effect. For $K>1$, as in silicon, the last fraction stays below $1/2$, its limit for $K\to\infty$, and this bounds $|\pi_{11}|$ at fixed $\Xi_u$.

The ratio $K$ follows from the masses if the relaxation time $\tau$ is a scalar that depends on energy alone. The conductivity of a valley along $a$ is proportional to the thermal average of $\tau v_a^2$. Put $\hbar k_a=\sqrt{m_a}\,w_a$. The energy becomes $\tfrac12\sum_a w_a^2$, which is isotropic in $w$, and $v_a^2=w_a^2/m_a$. The average of $\tau w_a^2$ is the same for each $a$, so $\mu_a\propto1/m_a$ and $K=m_l/m_t$.

## (d) Find $\pi_{44}$, and the coefficient for stress and current along [110]. What would valleys on the ⟨111⟩ axes do?

**Solution.** In a cubic crystal $X_{12}$ produces only the strain $e_{12}=X_{12}/(2c_{44})$. By (b) this shifts no valley linearly, so the populations stay equal. Each valley mobility tensor is diagonal in the cubic axes and is unchanged by assumption. Thus $\delta\sigma_{12}=0$ and

$$\boxed{\pi_{44}=0.}$$

Tension $X$ along $[110]$ has components $X_{11}=X_{22}=X_{12}=X/2$. The resistivity along the same direction is $\tfrac12(\rho_{11}+\rho_{22})+\rho_{12}$. Here $\delta\rho_{11}/\rho=\delta\rho_{22}/\rho=(\pi_{11}+\pi_{12})X/2$ and $\delta\rho_{12}/\rho=\pi_{44}X/2$, so

$$\pi_{[110]}=\tfrac12(\pi_{11}+\pi_{12}+\pi_{44})=\tfrac14\pi_{11}$$

for pure repopulation.

For valleys along unit vectors $\mathbf m$ of type ⟨111⟩, the $\Xi_u$ shift is $\Xi_u\sum_{ab}m_ae_{ab}m_b$. Tension along [100] gives each valley the same shift, since $m_a^2=1/3$, so $\pi_{11}=\pi_{12}=0$. Shear gives $\delta E=2\Xi_um_1m_2e_{12}$ with $m_1m_2=\pm1/3$, half the valleys having each sign. The relative population change is $-2\Xi_um_1m_2e_{12}/kT$, and the off-diagonal mobility is $(\mu_l-\mu_t)m_1m_2$. Averaging their product with $(m_1m_2)^2=1/9$ and dividing by $(\mu_l+2\mu_t)/3$,

$$\frac{\delta\sigma_{12}}{\sigma}=\frac23\,\frac{\Xi_ue_{12}}{kT}\,\frac{K-1}{2K+1},\qquad \pi_{44}=-\frac{\Xi_u}{3c_{44}kT}\,\frac{K-1}{2K+1}.$$

Where repopulation dominates, the pattern of coefficients thus distinguishes valleys on the ⟨100⟩ axes from valleys on the ⟨111⟩ axes.

## (e) Evaluate the coefficients at 300 K and compare them with Smith's measurements.

**Solution.** Rough typical silicon values are $m_l=0.92\,m_0$, $m_t=0.19\,m_0$, $\Xi_u=9$ eV, $c_{11}=166$ GPa, $c_{12}=64$ GPa and $c_{44}=80$ GPa. Then $K=4.84$, $(K-1)/(2K+1)=0.360$ and $kT=25.85$ meV, so

$$\pi_{11}=-\frac23\cdot\frac{9}{0.02585}\cdot\frac{0.360}{102\times10^9\ \mathrm{Pa}}\approx-82\times10^{-11}\ \mathrm{Pa^{-1}},$$

and $\pi_{12}\approx+41\times10^{-11}$ Pa$^{-1}$. As a test, the Boltzmann conductivity was summed over a three-dimensional grid of wavevectors with $\tau\propto1/(1+\varepsilon/kT)$, $\varepsilon$ being the energy above the valley minimum. Its resistivity was differentiated between stresses of $\pm1$ MPa. This gave $-81.82$ and $+40.91$ in the same unit, as the formulas do, and $-20.46$ along [110].

Smith's room-temperature values for lightly doped material are recalled here only as rough sizes. In $10^{-11}$ Pa$^{-1}$:

| | repopulation | measured, rough |
|---|---:|---:|
| $\pi_{11}$ | $-82$ | $-100$ |
| $\pi_{12}$ | $+41$ | $+53$ |
| $\pi_{44}$ | $0$ | $-14$ |

The signs and the dominance of $\pi_{11}$ and $\pi_{12}$ agree. The measured ratio $\pi_{12}/\pi_{11}$ is about $-0.52$ to $-0.53$, depending on rounding, close to $-1/2$. The magnitudes are about a fifth too small, and $\pi_{44}$ is missing. Raising $\Xi_u$ to 11 eV would reproduce the measured $\pi_{11}$, but such a fit does not show that $\Xi_u$ is the cause of the difference. The value $K=m_l/m_t$ is also an assumption, resting on an isotropic $\tau$: if anisotropic scattering raised $K$ to 7.3, $\pi_{11}$ would be $-92$.

The coefficients are slopes at zero stress. At $X=100$ MPa the splitting is 8.8 meV, or $D=0.341$, which is not very small. The Boltzmann populations are $p_1=e^{-D}/(e^{-D}+2)=0.262$ and $p_2=p_3=0.369$, so

$$\frac{\rho_{11}(X)}{\rho}=\frac{2K+1}{3[p_1+K(p_2+p_3)]}=0.929.$$

The resistivity falls by 7.1%, where the linear law gives 8.2%. In this model the change saturates at large tension: $p_1\to0$ and the ratio tends to $(2K+1)/(3K)$.

## (f) Why can the ratio $-1/2$ hold when the magnitude is wrong?

**Solution.** Apply equal stress $X$ along all three axes. By superposition $\delta\rho_{11}/\rho=(\pi_{11}+2\pi_{12})X$. Such a stress shifts all valleys equally. The combination therefore vanishes for any mechanism that depends only on energy differences between valleys, not just for repopulation.

Scattering between valleys on different axes is such a mechanism. An electron of energy $\varepsilon=xkT$ in pair $i$ may absorb or emit a phonon of energy $hkT$ and enter pair $j$. With acoustic scattering included, a simple model for the rate is

$$\frac1{\tau_i}\propto\sqrt x+\frac S2\sum_{j\ne i}\left[N\sqrt{x+h-\Delta_{ji}}+(N+1)\sqrt{x-h-\Delta_{ji}}\right],$$

where $\Delta_{ji}=(\delta E_j-\delta E_i)/kT$, $N$ is the phonon occupation, $S$ is a coupling strength, and a root with negative argument is replaced by zero. The roots are densities of final states.

Raising valley $j$ lowers the rate out of valley $i$. To first order the conductivity per electron in pair $i$ thus changes by a relative amount $g\sum_{j\ne i}\Delta_{ji}$, with $g>0$ and the same for each pair. Since $\sum_{j\ne i}(\delta E_j-\delta E_i)=3(\overline{\delta E}-\delta E_i)$, adding the population change gives the total relative change of the pair's conductivity:

$$-(1+3g)\,\frac{\delta E_i-\overline{\delta E}}{kT}.$$

This is the result of (b) multiplied by $1+3g$. Both coefficients grow by that factor and their ratio stays $-1/2$.

For a phonon energy of 50 meV, a chosen weak coupling $S=0.3$ gives a factor 1.10, and a chosen strong coupling $S=3$ gives 1.44; the computed ratio is $-0.500$ in both cases. Multiplying $-82$ by these factors gives about $-90$ and $-118$, which bracket the measured $-100$. Intervalley scattering can therefore account for the missing magnitude, but the couplings were chosen, so this remains a possibility and not a demonstration.

The rounded values in the table are too coarse to give $\pi_{11}+2\pi_{12}$. The commonly quoted $-102.2$ and $+53.4$ give about $+4.6$ in $10^{-11}$ Pa$^{-1}$, under 5% of $|\pi_{11}|$; the measurement error of this difference is not assessed here. Any real residual must come from something other than energy differences between valleys. One small contribution is expected: if the number of electrons is fixed instead of their density, expansion dilutes them. This adds $(e_{11}+e_{22}+e_{33})/X=1/(c_{11}+2c_{12})=0.34\times10^{-11}$ Pa$^{-1}$ to both $\pi_{11}$ and $\pi_{12}$, and so about $1.0\times10^{-11}$ Pa$^{-1}$ to the combination.

## (g) What can produce the measured $\pi_{44}$?

**Solution.** The unchanged valley mass is the assumption to drop. Near the zone-boundary point X on axis 3, the lowest conduction band meets a second band. Measure $k_z$ from X towards the valley. A two-band model of the lower branch is

$$E=\frac{\hbar^2k_z^2}{2m_l}+\frac{\hbar^2(k_x^2+k_y^2)}{2m_t}-\sqrt{A^2+B^2},$$

$$A=\frac{\hbar^2k_0k_z}{m_l},\qquad B=D_se_{12}-\frac{\hbar^2k_xk_y}{M}.$$

The strain $e_{12}$ and the product $k_xk_y$ have the same symmetry, so they enter $B$ together. The coupling mass is taken as $1/M=1/m_t-1/m_0$, a rough estimate that is used here as an input and is not derived. The relative sign in $B$ is an input, chosen so that tension along [110] makes the electron lighter along [110].

Without strain and at $k_x=k_y=0$, $E=\hbar^2k_z^2/2m_l-\hbar^2k_0k_z/m_l$ has its minimum at $k_z=k_0$. The band separation there is $\Delta=2A$. For small $B$, $\sqrt{A^2+B^2}\approx A+B^2/2A=A+B^2/\Delta$, and

$$-\frac{B^2}{\Delta}=-\frac{D_s^2e_{12}^2}{\Delta}+\frac{2D_se_{12}}{M\Delta}\hbar^2k_xk_y-\frac{\hbar^4k_x^2k_y^2}{M^2\Delta}.$$

The first term is the valley shift. It is quadratic in strain, as (b) requires, and equals $-0.14$ meV at 100 MPa of shear. The last term is of fourth order in $k$ and is dropped. The middle term is linear in strain. An inverse-mass tensor contributes $\hbar^2k_xk_y/m_{xy}$ to the energy, so

$$\frac1{m_{xy}}=\frac{2D_se_{12}}{M\Delta}.$$

With a common scalar $\tau$, the conductivity is proportional to the inverse-mass tensor averaged over the three pairs. Its diagonal element is $(1/m_l+2/m_t)/3$, and pair 3 supplies the off-diagonal element $(1/m_{xy})/3$. Using $e_{12}=X_{12}/(2c_{44})$ and the sign reversal of (a),

$$\pi_{44}\approx-\frac{D_s}{M\Delta\,c_{44}\,(1/m_l+2/m_t)}.$$

Rough values are $D_s=14$ eV and $\Delta=0.53$ eV. With masses in units of $m_0$, $M=0.235$ and

$$\pi_{44}\approx-\frac{14}{0.235\times0.53\times(80\times10^9\ \mathrm{Pa})\times11.6}\approx-12\times10^{-11}\ \mathrm{Pa^{-1}}.$$

The measured value is about $-14$ in this unit. Diagonalizing the two-band Hamiltonian at $e_{12}=2\times10^{-4}$ gave $1/m_{xy}=0.0450/m_0$, equal to the formula at this precision. Both use the mass at the valley minimum. At 300 K the electrons spread over wavevectors where the dropped terms and the change of band separation with $k_z$ matter, and a thermal average over this band moves $\pi_{44}$ to about $-16$ for $\tau\propto\varepsilon^{-1/2}$ and about $-18$ for constant $\tau$, past the measured value. The mechanism thus has the right order of magnitude, but the closeness to $-14$ is not significant: the inputs are rough and the sign was put in. Symmetry also allows shear to tilt the ellipsoids on axes 1 and 2, which this estimate omits.

## (h) Where do the repopulation coefficients apply?

**Solution.** At fixed $K$, $\Xi_u$ and elastic constants, $\pi_{11}\propto1/T$: it is $-105$ at 233 K and $-62$ at 398 K, in $10^{-11}$ Pa$^{-1}$. This law is that of pure repopulation. The factor $1+3g$ of (f) depends on temperature: with $S=3$ at 300 K and $S\propto1/T$, since the acoustic rate at a given energy grows as $T$, it rises from 1.32 at 233 K to 1.54 at 398 K and weakens the temperature dependence.

Heavy doping breaks Boltzmann statistics. Let $\eta$ be the Fermi level above the valley edge in units of $kT$, and $f$ the Fermi function. For acoustic scattering, $\tau\propto x^{-1/2}$, the conductivity of a pair is proportional to

$$\int_0^\infty x\left(-\frac{df}{dx}\right)dx=\int_0^\infty f\,dx=\ln(1+e^\eta).$$

The pairs start with equal $\eta$, so fixed density requires the first-order changes of $\eta$ to sum to zero. They are therefore $-(\delta E_i-\overline{\delta E})/kT$, as before. The response is multiplied by the logarithmic derivative

$$F=\frac{e^\eta}{(1+e^\eta)\ln(1+e^\eta)}.$$

It tends to 1 for $\eta\to-\infty$ and to $1/\eta$ for large $\eta$, where the Fermi energy replaces $kT$ as the energy scale.

The parameters in (e) are typical of bulk silicon, and the comparison concerns lightly doped samples. At $5\times10^{14}$ cm$^{-3}$, $1-F$ is about $10^{-5}$. Heavily doped strain gauges depart from the model: $F=0.85$ at $10^{19}$ cm$^{-3}$ and $0.36$ at $10^{20}$ cm$^{-3}$, with impurity scattering left out. With tension and current both along [100], a gauge read as a resistance also gains a shape term $(e_{11}-2e_{22})/X=1.2\times10^{-11}$ Pa$^{-1}$, about 1.5% of $|\pi_{11}|$. In a transistor's inversion layer, confinement can split the valleys before stress is applied. The equal starting populations used in (b) are then lost, and the bulk coefficients should not be carried over without a new calculation.

## Computed values

```
temperature = 300 K, kT = 25.85 meV
masses m_l, m_t (rough) = 0.92, 0.19 m0
mobility ratio K = 4.842
xi_u, xi_d (rough) = 9.0, 1.1 eV
c11, c12, c44 (rough) = 166, 64, 80 GPa
factor (K-1)/(2K+1) = 0.3596
coefficients below in 1e-11/Pa
formula pi11 = -81.82, pi12 = 40.91
k-grid pi11 = -81.82, pi12 = 40.91
k-grid |pi44/pi11| below 1e-8: True
k-grid longitudinal [110] = -20.46
<111> valleys, same parameters: pi44 = -52.16
Smith, rough: pi11 = -100, pi12 = 53, pi44 = -14
model/measured pi11 = 0.82, pi12 = 0.77
measured pi12/pi11 = -0.53
measured pi11+2*pi12 = 6 +/- 6 (rounding only)
xi_u that would give measured pi11 = 11.0 eV
pi11 for K 20% smaller = -74.75
pi11 limit for infinite K = -113.77
pi11 at 233 K = -105.35, at 398 K = -61.68
[100] tension = 100 MPa
valley splitting = 8.82 meV, over kT = 0.341
populations of [100],[010],[001] pairs = 0.2622, 0.3689, 0.3689
resistivity change: linear = -8.18 %, full Boltzmann = -7.13 %
shear potential D_s, gap (rough) = 14.0, 0.53 eV
coupling mass M = 0.2346 m0
shear strain e_xy in mass test = 2.0e-04
1/m_xy: diagonalized = 0.04504, formula = 0.04504 1/m0
valley shift ratio on doubling shear = 4.000
valley shift at 100 MPa shear = -0.144 meV
pi44 from mass change = -12.12
intervalley phonon energy (rough) = 50 meV
intervalley strength 0.3: pi11 factor = 1.102, pi12/pi11 = -0.500
intervalley strength 3.0: pi11 factor = 1.438, pi12/pi11 = -0.500
effective density of states = 2.74e+19 cm^-3
doping = 5e+14 cm^-3: 1 - degeneracy factor = 9.1e-06
degeneracy factor at 1e19 cm^-3 = 0.845, at 1e20 cm^-3 = 0.356
sample-shape term in resistance = 1.19
volume term at fixed electron number = 0.34
```
